\section*{Radiative thermal diode: a phase-change plate facing a black plate}

\section{The form of the flux}

Plate $A$ has an emissivity $\varepsilon(T_A)$ that depends on its own temperature and changes strongly at a phase transition. It faces a black plate $B$ across a vacuum gap. Suppose first that $A$ is gray: at a given $T_A$ neither its emissivity nor its absorptance depends on wavelength. Dimensions and thermal equilibrium then fix the form of the net flux.

A black surface is characterized by its temperature alone, so the power it emits per unit area can contain $T$ and the constants $h$, $c$ and $k_B$, and nothing else. The one combination of these with the unit $\mathrm{W\,m^{-2}}$ is $(k_BT)^4/(h^3c^2)$. The black exitance is therefore $\sigma T^4$, with $\sigma$ a pure number times $k_B^4/(h^3c^2)$. Plate $A$ emits $\varepsilon(T_A)\sigma T_A^4$, all of which $B$ absorbs. Plate $B$ emits $\sigma T_B^4$, of which $A$ absorbs a fraction $\alpha$. Because $A$ is gray, this fraction does not depend on the spectrum it receives, and hence not on $T_B$. The net flux must vanish at $T_B=T_A$, so $\alpha=\varepsilon(T_A)$. Counting flux from $A$ to $B$ as positive,
\begin{equation}
q_{AB}=\varepsilon(T_A)\,\sigma\,(T_A^4-T_B^4).
\label{eq:form}
\end{equation}
Exchanging the two temperatures reverses the sign of the bracket and keeps its magnitude, but it changes the prefactor. This is the origin of the rectification. The sections below derive \eqref{eq:form} from the Planck spectrum and show what replaces it when $A$ is not gray or $B$ is not black.

\section{Assumptions and conventions}

The plates are parallel, opaque and isothermal, with surface temperatures held fixed. The gap is small compared with their width, so that no radiation escapes at the edges, and large compared with the thermal wavelengths, so that only propagating waves carry heat. Plate $A$ is reciprocal: its reflection is unchanged when a light path is reversed.

The two temperatures satisfy $T_h>T_s>T_c$, where $T_s$ is the transition temperature of $A$. If the transition has hysteresis, both must lie outside the loop, since inside it the emissivity depends on history as well as on temperature.

Let $q_f$ be the net flux from hot to cold when $A$ is hot (forward), and $q_r$ the net flux from hot to cold when $B$ is hot (reverse). Both are positive:
\begin{equation}
q_f=q_{AB}(T_A=T_h,\,T_B=T_c),\qquad
q_r=-q_{AB}(T_A=T_c,\,T_B=T_h).
\label{eq:defs}
\end{equation}

\section{Flux from the Planck spectrum}

The power emitted by a black surface per unit area and unit wavelength, into the whole hemisphere, is
\begin{equation}
E_\lambda(T)=\frac{2\pi hc^2}{\lambda^5}\,
\frac{1}{e^{hc/\lambda k_BT}-1}.
\label{eq:planck}
\end{equation}
To integrate it, put $x=hc/(\lambda k_BT)$. Then $\lambda=hc/(xk_BT)$ and $|d\lambda|=hc\,dx/(k_BTx^2)$, so
\begin{align}
\int_0^\infty E_\lambda\,d\lambda
&=2\pi hc^2\left(\frac{k_BT}{hc}\right)^{5}\frac{hc}{k_BT}
\int_0^\infty\frac{x^5}{x^2}\,\frac{dx}{e^x-1}\nonumber\\
&=\frac{2\pi(k_BT)^4}{h^3c^2}\sum_{n=1}^{\infty}\int_0^\infty x^3e^{-nx}dx
=\frac{2\pi(k_BT)^4}{h^3c^2}\sum_{n=1}^{\infty}\frac{6}{n^4}.
\label{eq:integral}
\end{align}
Since $\sum n^{-4}=\pi^4/90$, the result is $\sigma T^4$ with $\sigma=2\pi^5k_B^4/(15h^3c^2)$.

Black radiation is isotropic. With $\mu$ the cosine of the angle to the surface normal, the share of $E_\lambda$ carried between $\mu$ and $\mu+d\mu$ is $2\mu\,d\mu$: one factor $\mu$ comes from the projected area, and the 2 normalizes the integral over $0<\mu<1$. Let $\varepsilon_\lambda(\mu,T_A)$ be the emissivity of $A$, averaged over azimuth and polarization.

The absorptance of $A$ follows from equilibrium. Let $A$ be surrounded by black radiation at its own temperature. The radiation leaving $A$ in any direction is then also black. It consists of an emitted part, a fraction $\varepsilon_\lambda$, and a part reflected into that direction from all others, which must be the fraction $1-\varepsilon_\lambda$. By reciprocity, this second fraction equals the total reflectance for a beam arriving along the reversed direction. An opaque plate absorbs what it does not reflect, so its absorptance for that beam is $\varepsilon_\lambda(\mu,T_A)$. Absorptance is a property of $A$ at temperature $T_A$, so the equality still holds when the arriving radiation comes from a body at another temperature.

Plate $B$ absorbs everything that $A$ emits and reflects nothing, so each beam crosses the gap once. Therefore
\begin{equation}
q_{AB}=\int_0^\infty\varepsilon_\lambda(T_A)
\,[E_\lambda(T_A)-E_\lambda(T_B)]\,d\lambda,
\qquad
\varepsilon_\lambda(T_A)=\int_0^1 2\mu\,\varepsilon_\lambda(\mu,T_A)\,d\mu.
\label{eq:net}
\end{equation}
Only the hemispherical average enters, and it does not matter whether $A$ reflects diffusely or like a mirror.

If each phase is gray, $\varepsilon_\lambda(T_A)=\varepsilon(T_A)$ comes out of the integral, and \eqref{eq:integral} turns \eqref{eq:net} into \eqref{eq:form}. With the definitions \eqref{eq:defs},
\begin{equation}
q_f=\varepsilon(T_h)\,\sigma(T_h^4-T_c^4),\qquad
q_r=-\varepsilon(T_c)\,\sigma(T_c^4-T_h^4)=\varepsilon(T_c)\,\sigma(T_h^4-T_c^4).
\label{eq:both}
\end{equation}
The common factor cancels in the quotient:
\begin{equation}
\boxed{\;\frac{q_f}{q_r}=\frac{\varepsilon(T_h)}{\varepsilon(T_c)}\;}
\label{eq:main}
\end{equation}
The ratio is below one when the hot phase is the poorer emitter; heat then flows more easily with $A$ cold. A measure that does not depend on the naming of directions is the rectification
\begin{equation}
\mathcal R=1-\frac{\min(q_f,q_r)}{\max(q_f,q_r)}.
\label{eq:rect}
\end{equation}

\section{A gray example}

Take $T_h=370$~K, $T_c=310$~K and $T_s=340$~K, with emissivity 0.8 in the cold phase and 0.2 in the hot phase. These are round model parameters. The black exitances are $1062.7$ and $523.7\ \mathrm{W\,m^{-2}}$, and their difference is $539.0\ \mathrm{W\,m^{-2}}$. From \eqref{eq:both},
\begin{align}
q_f&=0.2\times539.0=107.8\ \mathrm{W\,m^{-2}},\nonumber\\
q_r&=0.8\times539.0=431.2\ \mathrm{W\,m^{-2}}.
\label{eq:numbers}
\end{align}
The ratio is $0.25$ and the rectification $\mathcal R=0.75$. Heat passes four times more readily when the phase-change plate is the cold one: it is then a good absorber of the radiation from the hot black plate.

If the emissivity is constant within each phase, as in this model, a sharp transition must lie between the two temperatures to give rectification. With the plates at 380~K and 350~K, $A$ is in its hot phase in both configurations, and the ratio is one.

\section{Phases that are not gray}

For a wavelength-dependent emissivity, define the difference spectrum
\begin{equation}
w_\lambda=E_\lambda(T_h)-E_\lambda(T_c).
\label{eq:w}
\end{equation}
It is positive at every wavelength, because raising $T$ lowers the exponent in \eqref{eq:planck} and so raises $E_\lambda$. Equations \eqref{eq:defs} and \eqref{eq:net} give
\begin{equation}
\frac{q_f}{q_r}
=\frac{\int\varepsilon_\lambda(T_h)\,w_\lambda\,d\lambda}
{\int\varepsilon_\lambda(T_c)\,w_\lambda\,d\lambda}
=\frac{\bar\varepsilon_h}{\bar\varepsilon_c},
\qquad
\bar\varepsilon_{h,c}=\frac{\int\varepsilon_\lambda(T_{h,c})\,w_\lambda\,d\lambda}
{\int w_\lambda\,d\lambda}.
\label{eq:nongray}
\end{equation}
The flux ratio is still an emissivity ratio, but both emissivities are averaged with the same weight $w_\lambda$. The ordinary total emissivity $\varepsilon_{\rm tot}(T_A)=\int\varepsilon_\lambda(T_A)E_\lambda(T_A)\,d\lambda/(\sigma T_A^4)$ uses a different weight for each phase. It describes what $A$ emits, whereas the net flux also contains what $A$ absorbs:
\begin{equation}
q_{AB}=\sigma(\varepsilon_{\rm tot}T_A^4-\alpha T_B^4),\qquad
\alpha=\frac{\int\varepsilon_\lambda(T_A)E_\lambda(T_B)\,d\lambda}{\sigma T_B^4}.
\label{eq:alpha}
\end{equation}

A bound follows from the positivity of $w_\lambda$. If $m\,\varepsilon_\lambda(T_c)\le\varepsilon_\lambda(T_h)\le M\,\varepsilon_\lambda(T_c)$ at all wavelengths, then multiplying by $w_\lambda$ and integrating gives $m\le q_f/q_r\le M$. If the two spectra are proportional, $m=M$ and the flux ratio is their constant quotient, even though neither phase is gray.

\subsection*{A two-band case}

Keep the same temperatures, and let the emissivity change at $10\ \mu\mathrm m$. The hot phase has 0.1 below this wavelength and 0.3 above it; the cold phase has 0.9 below and 0.6 above. Let $F(T)$ be the fraction of black exitance in the short band. Numerically $F(T_h)=0.4238$ and $F(T_c)=0.2958$. The short-band fraction of the difference spectrum is
\begin{equation}
F_w=\frac{F(T_h)T_h^4-F(T_c)T_c^4}{T_h^4-T_c^4}
=F(T_h)+\frac{[F(T_h)-F(T_c)]\,T_c^4}{T_h^4-T_c^4},
\label{eq:fw}
\end{equation}
where the second form results from adding and subtracting $F(T_h)T_c^4$ in the numerator. Its value is $0.5481$, larger than both $F(T_h)$ and $F(T_c)$: the difference spectrum lies at shorter wavelengths than either Planck spectrum. The averages in \eqref{eq:nongray} are
\begin{align}
\bar\varepsilon_h&=0.1\times0.5481+0.3\times0.4519=0.1904,\nonumber\\
\bar\varepsilon_c&=0.9\times0.5481+0.6\times0.4519=0.7644.
\label{eq:bars}
\end{align}
Their quotient, $0.249$, is the true flux ratio, with $q_f=102.6$ and $q_r=412.1\ \mathrm{W\,m^{-2}}$. It lies between the spectral ratios $0.1/0.9=0.111$ and $0.3/0.6=0.5$, as the bound requires. Its closeness to the gray value of 0.25 is an accident of the chosen parameters.

The total emissivities are $0.2152$ for the hot phase at $T_h$ and $0.6887$ for the cold phase at $T_c$. Their quotient is $0.313$, which is 25\% above the true ratio. The direction of the error follows from \eqref{eq:fw}. Total emissivities give the short band too little weight. This overstates the hot phase, which emits better in the long band, and understates the cold phase, which emits better in the short band. Both errors raise the quotient.

\section{When the second plate is not black}

Let $B$ be gray with a fixed emissivity $\varepsilon_B<1$, and let both plates be gray and diffuse. Write $\varepsilon_A=\varepsilon(T_A)$. Of the power $\varepsilon_A\sigma T_A^4$ emitted by $A$, plate $B$ absorbs a fraction $\varepsilon_B$ at first incidence. The rest returns to $A$, and each round trip multiplies the beam by $(1-\varepsilon_A)(1-\varepsilon_B)$. The total absorbed by $B$ is the geometric series
\begin{equation}
\varepsilon_A\varepsilon_B\sigma T_A^4\sum_{n=0}^{\infty}
[(1-\varepsilon_A)(1-\varepsilon_B)]^n
=\frac{\varepsilon_A\varepsilon_B\,\sigma T_A^4}
{\varepsilon_A+\varepsilon_B-\varepsilon_A\varepsilon_B}
=\frac{\sigma T_A^4}{1/\varepsilon_A+1/\varepsilon_B-1}.
\label{eq:series}
\end{equation}
The power emitted by $B$ and absorbed by $A$ follows by exchanging the labels, which leaves the denominator unchanged. With $s=1/\varepsilon_B-1\ge0$, subtraction gives
\begin{equation}
q_{AB}=\frac{\sigma(T_A^4-T_B^4)}{1/\varepsilon(T_A)+s},\qquad
\frac{q_f}{q_r}=\frac{1/\varepsilon(T_c)+s}{1/\varepsilon(T_h)+s}.
\label{eq:grayB}
\end{equation}
The departure of the ratio from one is
\begin{equation}
1-\frac{q_f}{q_r}=\frac{1/\varepsilon(T_h)-1/\varepsilon(T_c)}{1/\varepsilon(T_h)+s}.
\label{eq:depart}
\end{equation}
Its numerator does not contain $s$, while its denominator grows with $s$. The ratio therefore moves steadily towards one as $B$ becomes less black, whichever phase emits better. In electrical terms, $s$ acts as a constant resistance in series with one that depends on the direction of the bias.

In the gray example, $\varepsilon_B=0.5$ gives $s=1$ and a ratio $(1.25+1)/(5+1)=0.375$, with fluxes of $89.8$ and $239.6\ \mathrm{W\,m^{-2}}$. For $\varepsilon_B=0.1$ the ratio is $0.732$. A moderately good black coating costs little: at $\varepsilon_B=0.9$ the ratio is $0.266$.

These results hold for plates that are gray and diffuse. If $A$ is not gray, a wavelength-selective $B$ can rectify more strongly than a black one. In the two-band case, a plate $B$ that is black below $10\ \mu\mathrm m$ and perfectly reflecting above it leaves only the short band to carry heat. The flux ratio is then $0.1/0.9=0.111$, but both fluxes are smaller than with a black $B$.

Blackness of $B$ also removes the need to know how $A$ reflects. So does a gray $B$ that emits and reflects diffusely and without polarization: the radiation reaching $A$ is then isotropic and unpolarized, and \eqref{eq:grayB} holds with the hemispherical emissivity of $A$. A specular $B$ is different. Suppose that both plates are mirror-like and that $\varepsilon_B$ does not depend on direction or polarization. A beam then keeps its $\mu$ and its polarization, and the series \eqref{eq:series} applies to each beam separately, with the exchange factor
\begin{equation}
g(\varepsilon_A)=\frac{\varepsilon_A}{1+s\varepsilon_A},\qquad
g''(\varepsilon_A)=-\frac{2s}{(1+s\varepsilon_A)^3}.
\label{eq:g}
\end{equation}
For $s>0$ this function is concave, so the average of $g$ over beams is less than $g$ of the average emissivity, unless all beams have the same emissivity. Inserting hemispherical emissivities into \eqref{eq:grayB} then overestimates the flux. For $s=0$, $g$ is linear and the error vanishes.

Fresnel surfaces give an instance. Let the complex refractive index be $10+10i$ in the hot phase and $2+0.5i$ in the cold phase, independent of wavelength. The hemispherical emissivities are $0.2080$ and $0.8156$, and with $B$ black the flux ratio equals their quotient, $0.2550$. With $\varepsilon_B=0.5$, the reverse flux between mirror-like plates is $239.3\ \mathrm{W\,m^{-2}}$, while the diffuse formula gives $242.2\ \mathrm{W\,m^{-2}}$, which is 1.2\% too high. The forward error is larger: $88.5\ \mathrm{W\,m^{-2}}$ against $92.8\ \mathrm{W\,m^{-2}}$, or 4.8\%, so the flux ratio is $0.370$ where the diffuse formula gives $0.383$. If $\varepsilon_B$ does depend on direction, $B$ can select angles as it can select wavelengths: a $B$ that is black for $\mu>0.8$ and a perfect mirror otherwise gives a ratio of $0.211$, a stronger rectification than with black $B$, at smaller fluxes.

\section{Small bias and the width of the transition}

Return to gray phases and black $B$, and let $\varepsilon(T)$ be smooth and free of hysteresis. Put $T_{h,c}=T_m\pm\Delta T/2$. From \eqref{eq:main},
\begin{equation}
\ln\frac{q_f}{q_r}
=\ln\varepsilon\!\left(T_m+\tfrac{\Delta T}{2}\right)
-\ln\varepsilon\!\left(T_m-\tfrac{\Delta T}{2}\right)
=\frac{\varepsilon'(T_m)}{\varepsilon(T_m)}\,\Delta T+O(\Delta T^3),
\label{eq:small}
\end{equation}
where even powers cancel because the expression is odd in $\Delta T$. The ratio tends to one as $\Delta T\to0$: to first order in the bias both directions have the same conductance, and rectification is a nonlinear effect. Both fluxes vanish at $\Delta T=0$, and by \eqref{eq:both} heat flows from hot to cold in either configuration, as the second law requires.

For a transition of finite width, take the logistic form
\begin{equation}
\varepsilon(T)=\varepsilon_1+\frac{\varepsilon_2-\varepsilon_1}
{1+e^{-(T-T_s)/\delta}},\qquad
\varepsilon'(T_s)=\frac{\varepsilon_2-\varepsilon_1}{4\delta},
\label{eq:logistic}
\end{equation}
with $\varepsilon_1=0.8$, $\varepsilon_2=0.2$ and $\delta=2$~K. At $T_m=T_s$ the emissivity is $0.5$, and the slope in \eqref{eq:small} is $(-0.6/8)/0.5=-0.15\ \mathrm{K^{-1}}$. A bias of 0.2~K should thus give a logarithm of $-0.0300$, which agrees with the computed value to this precision.

For larger bias, still with $T_m=T_s$, use $1/(1+e^{-y})=\tfrac12[1+\tanh(y/2)]$ with $y=\pm\Delta T/(2\delta)$. The ratio becomes
\begin{equation}
\frac{q_f}{q_r}=\frac{0.5-0.3\,t}{0.5+0.3\,t},\qquad
t=\tanh\frac{\Delta T}{4\delta}.
\label{eq:tanh}
\end{equation}
It is $0.744$ at 2~K, $0.325$ at 10~K and $0.250$ at 60~K. Once the bias is several times $4\delta=8$~K, $t$ is close to one and the ratio approaches the full emissivity ratio, the remainder falling as $e^{-\Delta T/2\delta}$; at 24~K the ratio is $0.252$. This requires the two temperatures to be centred on $T_s$: with $T_m=350$~K the same 24~K bias gives $0.313$. A sharper transition lowers the bias needed, but the flux is still limited by $T_h^4-T_c^4$, so a diode that switches at small bias also carries little heat there. In a material with hysteresis, both temperatures must also lie outside the loop, so the bias must exceed the loop width however sharp the transition is.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hot, cold, switching temperature: 370.0, 310.0, 340.0 K
emissivity of A, hot and cold phase: 0.2, 0.8
Stefan-Boltzmann constant: 5.670374e-08 W m^-2 K^-4
black exitance at hot temperature: 1062.719 W m^-2
black exitance at cold temperature: 523.671 W m^-2
black-to-black net flux: 539.048 W m^-2
forward flux (A hot): 107.810 W m^-2
reverse flux (B hot): 431.239 W m^-2
flux ratio forward/reverse: 0.250000
inverse flux ratio: 4.000000
rectification 1-min/max: 0.750000
B emissivity 0.9: forward 105.466, reverse 396.036 W m^-2, ratio 0.266304
B emissivity 0.5: forward 89.841, reverse 239.577 W m^-2, ratio 0.375000
B emissivity 0.1: forward 38.503, reverse 52.590 W m^-2, ratio 0.732143
flux ratio for 380 K and 350 K (no switching): 1.000000
two-band model, band edge: 10.0 micrometre
hot phase, short and long band: 0.1, 0.3
cold phase, short and long band: 0.9, 0.6
short-band fraction, hot and cold: 0.423762, 0.295776
short-band fraction of difference spectrum: 0.548097
difference-weighted emissivity, hot phase: 0.190381
difference-weighted emissivity, cold phase: 0.764429
total emissivity, hot phase at hot temperature: 0.215248
total emissivity, cold phase at cold temperature: 0.688733
absorptance of hot A for cold B radiation: 0.240845
absorptance of cold A for hot B radiation: 0.727129
two-band forward flux: 102.624 W m^-2
two-band reverse flux: 412.064 W m^-2
two-band true flux ratio: 0.249049
two-band ratio of total emissivities: 0.312527
relative error of that ratio: 25.49 %
spectral ratios, short and long band: 0.111111, 0.500000
logistic width parameter: 2.0 K, log slope: -0.150000 K^-1
log flux ratio at 0.2 K bias: -0.029996, linear law: -0.030000
smooth transition, bias 0.2 K: flux ratio 0.970449
smooth transition, bias 2.0 K: flux ratio 0.743753
smooth transition, bias 10.0 K: flux ratio 0.325407
smooth transition, bias 60.0 K: flux ratio 0.250000
Fresnel index, hot and cold phase: (10+10j), (2+0.5j)
hemispherical emissivity, hot, cold: 0.208001, 0.815605
Fresnel flux ratio with black B: 0.255026
specular reverse flux, B emissivity 0.5: 239.280 W m^-2
diffuse formula for the same case: 242.151 W m^-2
\end{verbatim}
